# How Much the Curvature of a Small Precipitate Raises Dopant Solubility

## Problem

After implantation and annealing, part of a dopant may sit in small precipitates, where it supplies no carriers, while the rest is dissolved in the crystal. Consider a spherical precipitate of radius $r=2$ nm in a solid solution at $T=1273$ K. Its interface energy is $\gamma=0.5$ J/m², and it occupies a volume $\Omega=0.02$ nm³ per solute atom.

(a) The solute is neutral and dilute. By what factor does its equilibrium concentration next to this precipitate exceed that next to a flat interface with the same precipitate phase?

(b) If the solution is held at that concentration, is the balance stable?

(c) Suppose instead that each dissolved atom is an ionised donor. The flat-interface solubility is $10^{20}$ cm⁻³ and the intrinsic carrier density is $10^{19}$ cm⁻³. By what factor does the dissolved concentration rise now?

The interface energy is taken to be the same in all directions and at all radii. The precipitate has a fixed composition, is incompressible and fits into the crystal without strain. Lattice defects are in equilibrium. Energies are in joules or electronvolts, and $k$ is the Boltzmann constant.

## A tempting solution to part (a)

The precipitate contains

$$N=\frac{4\pi r^3}{3\Omega}=1676$$

atoms and has the area $A=4\pi r^2=50.27$ nm². Its interface energy $\gamma A$ is shared by its atoms, so each atom carries an extra energy

$$\frac{\gamma A}{N}=\gamma\,4\pi r^2\,\frac{3\Omega}{4\pi r^3}=\frac{3\gamma\Omega}{r}=1.5\times10^{-20}\ \text{J}.$$

An atom with this extra energy escapes more readily into the solution. The concentration therefore rises by the Boltzmann factor of the extra energy. With $kT=1.7576\times10^{-20}$ J,

$$\exp\!\left(\frac{3\gamma\Omega}{rkT}\right)=e^{0.853}\approx2.35 .$$

## Where it fails

The energy per atom is computed correctly, and a Boltzmann factor is the right kind of answer. The fault is the use of an average where equilibrium requires a derivative.

Equilibrium between precipitate and solution means that moving one atom across the interface leaves the free energy unchanged to first order. When one atom leaves, the other 1675 stay behind and still have an interface. The energy released is the difference between the interface energies of two nearly equal spheres, not one atom's share of the total.

The two quantities differ because area is not proportional to volume. Since $A\propto r^2$ and $N\propto r^3$, we have $A\propto N^{2/3}$, and so

$$\frac{dA}{dN}=\frac23\,\frac{A}{N}.$$

The marginal energy is two thirds of the average. Subtracting the areas of two actual spheres that differ by one atom gives 0.0624 eV for this precipitate, whereas the average share is $1.5\times0.0624=0.0936$ eV.

A solution enriched 2.35-fold would not be in balance with the precipitate. Relative to the flat-interface equilibrium, each atom taken from it would release $kT\ln2.35=1.5\times10^{-20}$ J, while the added interface would cost $1.0\times10^{-20}$ J. The precipitate would grow.

The average does answer another question: at what enrichment does the whole precipitate have the same free energy as no precipitate, the solution composition being held fixed? Part (b) returns to this.

## Solution to part (a)

**The precipitate.** Adding $dN$ atoms increases the volume by $\Omega\,dN$. A shell of thickness $dr$ has the volume $4\pi r^2\,dr$, so

$$\Omega\,dN=4\pi r^2\,dr,\qquad dA=8\pi r\,dr .$$

Dividing the second relation by the first gives

$$\frac{dA}{dN}=\frac{8\pi r\,dr}{4\pi r^2\,dr/\Omega}=\frac{2\Omega}{r}.$$

Let $\mu_p$ be the free energy per solute atom in a precipitate with a flat interface. Moving a flat interface forward does not change its area, so no interface term appears there. For the sphere, the chemical potential is

$$\mu_p(r)=\mu_p+\gamma\frac{dA}{dN}=\mu_p+\frac{2\gamma\Omega}{r}. \tag{1}$$

The same term can be read as the effect of pressure. If the sphere expands by $dr$, its excess pressure $P$ does the work $P\,4\pi r^2\,dr$, which in mechanical balance pays for the new interface, $\gamma\,8\pi r\,dr$. Hence $P=2\gamma/r$, here 0.5 GPa. An incompressible phase under this pressure has its chemical potential raised by $\Omega P=2\gamma\Omega/r$. This is the interface term of (1) in another form and must not be added to it a second time. The pressure reading assumes that stretching the interface costs the same $\gamma$ per unit area as creating it, as in a fluid. For a solid interface the pressure is set by the interface stress, which can differ from $\gamma$, while equation (1) keeps its form.

**The solution.** Let $n$ solute atoms be distributed among $H$ host atoms on $H+n$ sites. The number of arrangements is

$$W=\frac{(H+n)!}{H!\,n!}.$$

For large numbers, $\ln m!\approx m\ln m-m$. The linear terms add up to $-(H+n)+H+n=0$, which leaves

$$\ln W=(H+n)\ln(H+n)-H\ln H-n\ln n .$$

Differentiating with $H$ fixed,

$$\frac{\partial\ln W}{\partial n}=\ln(H+n)+1-\ln n-1=-\ln x,\qquad x=\frac{n}{H+n}.$$

In a dilute solution the solute atoms are too far apart to interact, so each contributes the same free energy $\mu_0$ apart from the arrangement entropy. The free energy is $n\mu_0-kT\ln W$, and its derivative is the chemical potential

$$\mu_s=\mu_0+kT\ln x. \tag{2}$$

**Equilibrium.** Equating (1) and (2) for the sphere, and doing the same for a flat interface, gives

$$\mu_0+kT\ln x(r)=\mu_p+\frac{2\gamma\Omega}{r},\qquad \mu_0+kT\ln x_\infty=\mu_p .$$

Subtraction removes $\mu_0$ and $\mu_p$, neither of which we know:

$$kT\ln\frac{x(r)}{x_\infty}=\frac{2\gamma\Omega}{r}.$$

The solubility factor is therefore

$$S\equiv\frac{x(r)}{x_\infty}=\exp\!\left(\frac{2\gamma\Omega}{rkT}\right), \tag{3}$$

which is the Gibbs–Thomson relation for a sphere. At a fixed density of lattice sites, the concentration rises by the same factor as $x$.

**Numbers.** The energy shift is

$$\frac{2\gamma\Omega}{r}=\frac{2(0.5\ \text{J/m}^2)(0.02\times10^{-27}\ \text{m}^3)}{2\times10^{-9}\ \text{m}}=1.0\times10^{-20}\ \text{J}=0.0624\ \text{eV}.$$

Dividing by $kT=1.7576\times10^{-20}$ J gives the exponent 0.569, and

$$S=e^{0.569}=1.77 .$$

Curvature raises the dilute solubility by 77 percent.

**Other radii and temperatures.** The parameters combine into one length,

$$\ell=\frac{2\gamma\Omega}{kT}=1.14\ \text{nm},\qquad S=e^{\ell/r}.$$

For $r\gg\ell$ the exponential may be expanded, $S\approx1+\ell/r$. At 2 nm this gives 1.57, which misses about a quarter of the rise, so the full exponential is needed. At 20 nm the expansion gives 1.057 against 1.059 from (3). With the other parameters held fixed, $S$ is 3.12 at 1 nm, 1.26 at 5 nm and 1.12 at 10 nm. Halving the radius squares the factor.

With $r$, $\gamma$ and $\Omega$ held fixed, $S$ is 1.96 at 1073 K and 1.64 at 1473 K. This does not mean that less solute dissolves at the higher temperature: $S$ is a ratio to the flat-interface solubility, which itself depends on temperature.

**A direct count.** Equation (3) can be tested without Stirling's formula and without differentiating. Take a closed region with $10^6$ host atoms, 3445 solute atoms and a flat-interface solute fraction of 0.001. For every possible precipitate size, compute the free energy from the factorials in $W$ and the area of the sphere, and find the lowest value. With $\gamma=0$, 1001 atoms remain dissolved. With $\gamma=0.5$ J/m², 1769 remain dissolved and 1676 form a precipitate of radius 2.000 nm. The ratio of solute fractions is

$$\frac{1769/1001769}{1001/1001001}=1.766,$$

which agrees with (3) at that radius. One atom more or less in solution would change the ratio by up to about 0.1 percent, so closer agreement would have no meaning.

## Solution to part (b)

Hold the solution at an enrichment $s=x/x_\infty$, as a very large matrix would. By (2), an atom leaving the solution for a precipitate with a flat interface lowers the free energy by $kT\ln s$. Forming a sphere of $N$ atoms therefore changes the free energy by

$$\Delta G(N)=\gamma A(N)-NkT\ln s. \tag{4}$$

Let $s=S$, the value for the given radius $r$, and consider a sphere of some other radius $r'$. Then

$$\frac{d\Delta G}{dN}=\frac{2\gamma\Omega}{r'}-\frac{2\gamma\Omega}{r}.$$

This is positive for $r'<r$ and negative for $r'>r$. The free energy thus has a maximum at $r'=r$, and the balance is unstable. A precipitate that has lost atoms tends to dissolve further, and one that has gained atoms tends to grow further. The maximum is flat, however: a change of 100 atoms lowers the free energy by only about $0.6\,kT$. Close to the maximum, the random exchange of atoms can therefore still reverse the trend.

The height of the maximum follows by inserting $kT\ln S=2\gamma\Omega/r$ and $N\Omega=4\pi r^3/3$:

$$\Delta G=\gamma A-\frac{4\pi r^3}{3}\frac{2\gamma}{r}=\gamma A-\frac23\gamma A=\frac{\gamma A}{3}.$$

For our sphere this is $8.4\times10^{-18}$ J, or 52 eV, about 477 times $kT$. Thermal fluctuations will practically never build such a precipitate from a uniform solution of this composition. If it exists, it formed at a higher supersaturation or by another route.

We can now see what the tempting solution had calculated. Setting $\Delta G=0$ in (4) gives $kT\ln s=\gamma A/N=3\gamma\Omega/r$. At that enrichment the whole precipitate has the same free energy as no precipitate, but it is already beyond the maximum and growing.

Yet the closed region above had a *minimum* at the same radius. The difference is that a small region is depleted as the precipitate grows. To find when this stabilises the balance, differentiate the free energy twice with respect to $N$. From $N\propto r^3$ we have $dr/dN=r/(3N)$, so the interface contributes

$$\frac{d}{dN}\frac{2\gamma\Omega}{r}=-\frac{2\gamma\Omega}{r^2}\,\frac{r}{3N}=-\frac{kT\ln S}{3N}.$$

The solution contributes $-d\mu_s/dN$. Since $dn=-dN$, this equals $+d\mu_s/dn$, which is $kT/n$ when $n\ll H$. The sum is positive, and the balance stable, if

$$n<\frac{3N}{\ln S}=\frac{3\times1676}{0.569}\approx8800 .$$

The region held 1769 dissolved atoms, well inside this limit. This is stability against small changes only. The precipitate is also the state of lowest free energy while $n$ is below about 2400. Between that value and 8800 it is metastable, because dissolving it completely would lower the free energy. The condition concerns one precipitate that has the region to itself. If a smaller and a larger precipitate share a matrix, equation (3) puts the higher concentration next to the smaller one. Solute then diffuses from the smaller to the larger, which grows at its expense.

## Solution to part (c)

A donor that leaves the precipitate now becomes two particles in the crystal, an ion and an electron. At equilibrium the *sum* of their chemical potentials equals that of the atom in the precipitate:

$$\mu_{\text{ion}}+\mu_e=\mu_p+\frac{2\gamma\Omega}{r}.$$

Let $c$ be the density of ions and $n$ from here on the density of electrons. For dilute ions and nondegenerate electrons, the two chemical potentials are constants plus $kT\ln c$ and $kT\ln n$. Subtracting the flat-interface condition, whose values carry the index 0, gives

$$kT\ln\frac{cn}{c_0n_0}=\frac{2\gamma\Omega}{r},\qquad\text{so}\qquad cn=S\,c_0n_0. \tag{5}$$

Curvature multiplies the product of the two densities by $S$, not the donor density alone.

Two further relations hold in the crystal away from the interface. Neutrality requires $n=c+p$, where $p$ is the hole density, and carrier equilibrium requires $np=n_i^2$, where $n_i$ is the intrinsic density. Eliminating $p$ gives $c=n-n_i^2/n$. Multiplying by $n$ gives $cn=n^2-n_i^2$, and with (5)

$$n=\sqrt{n_i^2+S\,c_0n_0},\qquad c=\frac{S\,c_0n_0}{n}. \tag{6}$$

For the flat interface, $n_0^2-c_0n_0-n_i^2=0$, whose positive root is

$$n_0=\frac{c_0}{2}+\sqrt{\frac{c_0^2}{4}+n_i^2}.$$

With $c_0=10^{20}$ and $n_i=10^{19}$ cm⁻³, this is $n_0=1.010\times10^{20}$ cm⁻³. Then $S\,c_0n_0=1.784\times10^{40}$ cm⁻⁶, and (6) gives $n=1.339\times10^{20}$ cm⁻³ and $c=1.33\times10^{20}$ cm⁻³. The dissolved concentration rises by a factor of 1.33 instead of 1.77.

The two limits explain the size of this number.

- If $c_0\ll n_i$, the electrons are mostly intrinsic. Both $n$ and $n_0$ are close to $n_i$, and $c/c_0\to S$. The result of part (a) is recovered.
- If $c_0\gg n_i$, nearly all the electrons come from the dissolved donors, one from each, so $n\approx c$. Equation (5) becomes $c^2\approx S\,c_0^2$, and $c/c_0\to\sqrt S=1.33$.

Between them, with $n_i$ held at $10^{19}$ cm⁻³, the factor is 1.76 for $c_0=10^{17}$, 1.71 for $10^{18}$ and 1.46 for $10^{19}$ cm⁻³. Minimising the ideal free energy of ions, electrons and holes directly over their densities gives the same factors. For an ionised dopant, "dilute" in part (a) must therefore mean scarce compared with the carriers supplied by other sources, and not merely compared with the host atoms. Here these are the intrinsic carriers. A fixed background of another dopant acts in the same way: for $c_0=2\times10^{19}$ cm⁻³, a background of $3\times10^{20}$ donors per cm³ raises the factor from 1.38 to 1.69. The same argument holds for acceptors with electrons and holes exchanged.

At $10^{20}$ cm⁻³ the electrons are also slightly degenerate. Write $\eta$ for the Fermi level above the band edge in units of $kT$, $f$ for the occupation and $g$ for the density of states. Then $n=\int gf\,dE$. Because $\partial f/\partial\eta=f(1-f)$, the derivative $dn/d\eta=\int gf(1-f)\,dE$ is less than $n$. A given relative rise in density thus needs a larger rise in the Fermi level than the logarithm allows, and less dopant dissolves. With a rough density-of-states mass of one electron mass, the factor falls from 1.33 to 1.30. Both figures treat ions and electrons as non-interacting. At this density the Debye length is below 1 nm and the screening energy per particle is of the order of $kT$. Screening and band-gap narrowing lower the chemical potentials more as the density rises, and so they push the factor up, by an amount that can match or exceed the effect of degeneracy. The second decimal therefore describes the ideal model only.

## What else could move the result

The interface energy enters the exponent directly. A value 10 percent lower or higher changes the 1.77 of part (a) to 1.67 or 1.87, so the third figure of $S$ describes the chosen parameters and not a real precipitate.

**Misfit.** Suppose the precipitate, if free, would be larger than its hole by a linear strain $\epsilon$, and that the bonded interface settles at a strain $a$. Let both phases have bulk modulus $K$ and shear modulus $G$. The sphere is strained equally in all directions by $a-\epsilon$, which costs $\tfrac92K(a-\epsilon)^2$ per unit volume. At distance $q$ from the centre, the matrix has a radial strain $-2ar^3/q^3$ and two transverse strains $ar^3/q^3$. Their sum is zero, so the energy density is $G$ times the sum of their squares, $6Ga^2r^6/q^6$. Integrated over the matrix and divided by the precipitate volume, it becomes

$$\frac{3}{4\pi r^3}\int_r^\infty 6Ga^2\frac{r^6}{q^6}\,4\pi q^2\,dq=6Ga^2 .$$

With $\alpha=\tfrac92K$ and $\beta=6G$, the sum $\alpha(a-\epsilon)^2+\beta a^2$ is least at $a=\alpha\epsilon/(\alpha+\beta)$, where it equals $\alpha\beta\epsilon^2/(\alpha+\beta)$. For rough moduli $K=87$ GPa and $G=60$ GPa and a strain of 1 percent, this is 0.0023 eV per atom. The elastic energy is proportional to the precipitate volume, so here the average per atom is also the marginal energy. It raises the solubility of part (a) by a further factor of 1.02, relative to an unstrained flat precipitate. A flat plate bonded coherently with the same misfit carries the same energy per atom in this isotropic model, so relative to such a plate the factor $S$ is unchanged. The energy grows as $\epsilon^2$, so a misfit of several percent could not be ignored.

**Compression.** Under pressure the volume per atom shrinks to about $\Omega(1-P/K)$. Integrating over pressure changes the shift from $\Omega P$ to $\Omega P(1-P/2K)$. If the precipitate bears the full $P=0.5$ GPa, the exponent falls by 0.3 percent. A stiff matrix carries part of this pressure, which makes the correction smaller still. It is negligible here.

## Comparison with doped silicon

The temperature is one at which silicon can be annealed in a furnace, and 0.02 nm³ is close to the volume per atom of the silicon crystal. In a compound precipitate, $\Omega$ must be the volume per *dopant* atom, which can differ appreciably. The interface energy is a round value and not that of a particular phase. The assumption of a neutral or very dilute solute can fail for dopants in silicon. Boron, phosphorus and arsenic dissolve to roughly $10^{20}$ cm⁻³ or more at this temperature, while the intrinsic density is roughly $10^{19}$ cm⁻³. For them the model predicts a factor of about 1.3 at $10^{20}$ cm⁻³, and a smaller one at higher solubilities, where the carriers are more strongly degenerate. This forecast leaves out Coulomb interactions and band-gap narrowing, which raise the factor, and it takes every dissolved atom to be ionised, which need not hold at such concentrations. Clusters of a few atoms lie outside the model altogether, because they have neither a definite radius nor a bulk interface energy. The intrinsic density, density-of-states mass and elastic constants used in the calculations are listed in the numerical output.

## Values computed for the example and the checks

```
radius = 2.0 nm
interface energy = 0.50 J/m2
volume per solute atom = 0.020 nm3
temperature = 1273 K
atoms in precipitate = 1676
interface area = 50.27 nm2
excess pressure = 0.500 GPa
chemical potential shift = 1.0000e-20 J
chemical potential shift = 0.06242 eV
work for one whole atom = 0.06242 eV
kT = 1.7576e-20 J = 0.10970 eV
exponent = 0.5690
solubility factor S = 1.7664
linear estimate = 1.5690
length 2 gamma Omega/kT = 1.1379 nm
S at radius 1 nm = 3.1203
S at radius 2 nm = 1.7664
S at radius 5 nm = 1.2556
S at radius 10 nm = 1.1205
S at radius 20 nm = 1.0585
S for 2 nm at 1073 K = 1.9641
S for 2 nm at 1473 K = 1.6351
box: host atoms = 1000000, solute atoms = 3445
box: dissolved, no interface energy = 1001
box: dissolved, with interface energy = 1769
box: atoms in precipitate = 1676
box: precipitate radius = 2.0002 nm
box: enumerated solubility factor = 1.7659
box: formula at that radius = 1.7663
open matrix: size at maximum = 1676 atoms
open matrix: barrier = 476.7 kT = 52.29 eV
rough intrinsic density = 1.0e+19 cm^-3
ionised, flat solubility 1e+17 cm^-3: formula 1.7597, minimised 1.7597
ionised, flat solubility 1e+18 cm^-3: formula 1.7054, minimised 1.7054
ionised, flat solubility 1e+19 cm^-3: formula 1.4551, minimised 1.4551
ionised, flat solubility 1e+20 cm^-3: formula 1.3319, minimised 1.3319
square root of S = 1.3291
rough density-of-states mass = 1.0 electron masses
band density of states = 2.19e+20 cm^-3
degenerate factor at 1e+20 cm^-3 = 1.3003
rough shear modulus = 60 GPa, Poisson = 0.22
bulk modulus from these = 87.1 GPa
misfit strain = 1.0 percent
misfit energy per atom = 0.00234 eV
extra factor from misfit = 1.0216
exponent lost to compression = 0.286 percent
S with gamma 10 percent lower = 1.6687
S with gamma 10 percent higher = 1.8699
```
